# Cassie's contact-angle law for hydrogen-terminated and hydroxylated silicon

## Result and its meaning

A liquid drop rests on a smooth silicon surface. A fraction $f$ of the area is hydroxylated (OH), and the rest is hydrogen-terminated (H). Uniform surfaces of the two kinds have contact angles $\theta_{\rm OH}<\theta_{\rm H}$. If the patches are much smaller than the drop, the apparent contact angle $\theta$ of the state of lowest free energy obeys

$$
\cos\theta=f\cos\theta_{\rm OH}+(1-f)\cos\theta_{\rm H}, \tag{1}
$$

and therefore

$$
f=\frac{\cos\theta-\cos\theta_{\rm H}}
{\cos\theta_{\rm OH}-\cos\theta_{\rm H}} . \tag{2}
$$

Angles are measured through the liquid. The solid is flat and rigid, the drop volume $V$ is fixed, and gravity, evaporation, line tension and chemical change during the measurement are neglected.

The fraction $f$ is an area fraction, not a count of surface groups. Each patch must be large enough to have interfacial tensions of its own. A surface on which H and OH groups are mixed molecule by molecule need not obey (1).

## Free energy of the drop

Let $\gamma$ be the liquid–vapour tension, and let $\gamma_{sv,i}$ and $\gamma_{sl,i}$ be the solid–vapour and solid–liquid tensions of patch type $i$. Wetting a unit area of type $i$ replaces $\gamma_{sv,i}$ by $\gamma_{sl,i}$. Relative to the dry solid, the free energy is

$$
G=\gamma A_{lv}+\sum_i(\gamma_{sl,i}-\gamma_{sv,i})A_i ,
$$

where $A_{lv}$ is the free liquid area and $A_i$ the wetted area of type $i$. Define

$$
c_i=\frac{\gamma_{sv,i}-\gamma_{sl,i}}{\gamma}.
$$

Then

$$
\frac{G}{\gamma}=A_{lv}-c_{\rm OH}A_{\rm OH}-c_{\rm H}A_{\rm H}. \tag{3}
$$

We take $-1<c_i<1$, which is partial wetting. The minimization below will show that $c_i=\cos\theta_i$ on a uniform surface. This is Young's equation.

## Averaging over small patches

Suppose that the pattern repeats in square cells of side $\ell$, each containing the OH fraction $f$. Let the wetted base be a circle of radius $a$ and area $A=\pi a^2$. Cells wholly under the drop contribute the fraction $f$ without error. Only cells cut by the contact line can cause a deviation.

Every point of a cut cell lies within the cell diagonal $d=\sqrt2\,\ell$ of the line. For $a>d$, the wetted part $W$ of the cut cells therefore fits in an annulus inside the circle:

$$
W\le \pi a^2-\pi(a-d)^2\le2\pi ad .
$$

If $W_{\rm OH}$ is the OH part of $W$, then $A_{\rm OH}=f(A-W)+W_{\rm OH}$. Since $0\le W_{\rm OH}\le W$,

$$
|A_{\rm OH}-fA|=|W_{\rm OH}-fW|\le W .
$$

Division by $A$ gives

$$
\left|\frac{A_{\rm OH}}{A}-f\right|
\le\frac{2\pi a\sqrt2\,\ell}{\pi a^2}
=\frac{2\sqrt2\,\ell}{a}. \tag{4}
$$

As $\ell/a\to0$, the energy becomes

$$
\frac{\bar G}{\gamma}=A_{lv}-CA,\qquad
C=fc_{\rm OH}+(1-f)c_{\rm H}. \tag{5}
$$

The circular base is an assumption here. A real contact line may bend around individual patches; the averaged description supposes that these bends are small on the scale of the drop.

## Shape at a fixed base

For an axisymmetric drop with height profile $z(r)$ and angle below $90^\circ$,

$$
A_{lv}=2\pi\int_0^a r\sqrt{1+z'^2}\,dr,\qquad
V=2\pi\int_0^a rz\,dr .
$$

We minimize $A_{lv}-\lambda V$, where $\lambda$ enforces the volume. The Euler–Lagrange equation is

$$
\frac{d}{dr}\left(\frac{rz'}{\sqrt{1+z'^2}}\right)=-\lambda r .
$$

Integration gives $rz'/\sqrt{1+z'^2}=-\lambda r^2/2+K$. The left side vanishes at $r=0$, so $K=0$. With $R=2/\lambda$,

$$
\frac{z'}{\sqrt{1+z'^2}}=-\frac rR
\quad\Longrightarrow\quad
z'=-\frac{r}{\sqrt{R^2-r^2}},
$$

and $z=\sqrt{R^2-r^2}+\text{constant}$. The drop is a spherical cap. It is a minimum and not merely a stationary shape, because $\sqrt{1+z'^2}$ is convex in $z'$ and the volume constraint is linear in $z$.

At $90^\circ$ the profile becomes vertical at the edge, and above $90^\circ$ the height $z$ is no longer a single-valued function of $r$. Another argument is then needed. Take the cap with the given $a$ and $V$, and add the rest of its sphere on the other side of the base plane. Suppose that another liquid surface on the same base enclosed the same volume with less area. Joined to the rest of the sphere, it would give a closed surface with the sphere's volume but less area. This is impossible, because a sphere has the least area for its volume. The cap is therefore the minimum at every angle.

## Geometry of the cap

Let $h$ be the cap height. The sphere's centre is a distance $R-h$ below the base (above it if $h>R$), so

$$
R^2=a^2+(R-h)^2\quad\Longrightarrow\quad 2Rh=a^2+h^2 .
$$

A sphere has area $2\pi R\,dz$ in a slice of height $dz$. Hence

$$
A_{lv}=2\pi Rh=\pi(a^2+h^2). \tag{6}
$$

At depth $s$ below the top, the squared slice radius is $2Rs-s^2$. The volume is

$$
V=\pi\int_0^h(2Rs-s^2)\,ds
=\pi\left(Rh^2-\frac{h^3}{3}\right)
=\frac{\pi h}{6}(3a^2+h^2). \tag{7}
$$

The last form follows from $R=(a^2+h^2)/(2h)$. The edge slope gives $\cos\theta=(R-h)/R$, and therefore

$$
\cos\theta=1-\frac hR
=1-\frac{2h^2}{a^2+h^2}
=\frac{a^2-h^2}{a^2+h^2}. \tag{8}
$$

Equivalently, $\tan(\theta/2)=h/a$.

## Minimization at constant volume

From (7),

$$
dV=\pi ah\,da+\frac{\pi}{2}(a^2+h^2)\,dh .
$$

Setting $dV=0$ gives

$$
\frac{dh}{da}=-\frac{2ah}{a^2+h^2}.
$$

The drop becomes lower as it spreads. Differentiating (6) along this path,

$$
\frac{dA_{lv}}{da}
=2\pi\left(a+h\frac{dh}{da}\right)
=2\pi a\left(1-\frac{2h^2}{a^2+h^2}\right)
=2\pi a\cos\theta ,
$$

where the last step uses (8). Since $dA/da=2\pi a$, equation (5) yields

$$
\frac{1}{\gamma}\frac{d\bar G}{da}=2\pi a(\cos\theta-C). \tag{9}
$$

The stationary condition is $\cos\theta=C$. As $a$ grows, $h$ and $h/a$ fall, so $\theta$ falls and $\cos\theta$ rises. The derivative changes from negative to positive once. The stationary point is thus the unique minimum of the averaged energy among these caps.

Setting $f=1$ or $f=0$ gives $\cos\theta_{\rm OH}=c_{\rm OH}$ or $\cos\theta_{\rm H}=c_{\rm H}$. Substitution into $C$ proves (1).

It remains to see that the small error in averaging cannot move this minimum far. Put

$$
D=\cos\theta_{\rm OH}-\cos\theta_{\rm H}.
$$

By (3) and (4), the error in $G/\gamma$ is at most $2\sqrt2\,\pi D\ell a$. This also holds for $a\le d$, where the error cannot exceed $D\pi a^2\le\sqrt2\,\pi D\ell a$. Outside any chosen neighbourhood of the minimum, $\bar G/\gamma$ exceeds its lowest value by a finite amount. At large $a$ it grows at least as $(1-C)\pi a^2$, faster than the error. For small enough $\ell$, the lowest state of the patterned surface with a circular base must therefore lie in that neighbourhood.

## Inversion and limiting cases

Collecting the terms in $f$ in (1),

$$
\cos\theta-\cos\theta_{\rm H}
=f(\cos\theta_{\rm OH}-\cos\theta_{\rm H}) .
$$

Division by $D\ne0$ gives (2). The result lies between 0 and 1 when $\theta_{\rm OH}\le\theta\le\theta_{\rm H}$. An angle outside this interval signals measurement error, unsuitable reference surfaces or a failed assumption. If the references are nearly equal, $D$ is small and the angle carries little information about composition.

**Nearly equal reference angles.** Let $\Delta=\theta_{\rm H}-\theta_{\rm OH}$ and $\delta=\theta_{\rm H}-\theta$, both small compared with one radian, with $\theta_{\rm H}$ and with $\pi-\theta_{\rm H}$. To first order, $\cos(\theta_{\rm H}-\delta)-\cos\theta_{\rm H}=\delta\sin\theta_{\rm H}$, and likewise for $\Delta$. Thus $f\simeq\delta/\Delta$. Linear interpolation in angle is justified in this limit. For widely separated references it can be seriously wrong, as the worked example below shows.

**Completely wetted OH patches.** Suppose that these patches carry an equilibrium liquid film, thick enough for its two interfaces to have their usual tensions. The surface outside the drop then costs $\gamma_{sl,{\rm OH}}+\gamma$ per unit area. This replaces $\gamma_{sv,{\rm OH}}$ and gives $c_{\rm OH}=1$. Neglecting the film volume,

$$
f=\frac{\cos\theta-\cos\theta_{\rm H}}{1-\cos\theta_{\rm H}} .
$$

## Worked example

Take the model values $\theta_{\rm H}=80^\circ$, $\theta_{\rm OH}=20^\circ$ and $\theta=50^\circ$. They are chosen for illustration and are not measured silicon data. Their cosines are $0.17365$, $0.93969$ and $0.64279$, so

$$
f=\frac{0.64279-0.17365}{0.93969-0.17365}
=\frac{0.46914}{0.76604}=0.612 .
$$

The hydroxylated area is about 61%, and the hydrogen-terminated area about 39%.

Linear interpolation in angle would give $(80-50)/(80-20)=0.50$, which is too low by about 0.11 in area fraction. Treating the OH patches as completely wetted would give $0.46914/(1-0.17365)=0.568$. The reference angle therefore matters even when it is fairly small.

For a drop of $1\ \mathrm{mm^3}$ ($1\ \mu\mathrm L$), put $q=h/a=\tan(\theta/2)$. Equation (7) becomes $V=\pi a^3q(3+q^2)/6$, hence

$$
a=\left[\frac{6V}{\pi q(3+q^2)}\right]^{1/3}=1.084\ \mathrm{mm},
\qquad h=qa=0.505\ \mathrm{mm}.
$$

These sizes neglect gravity. For water, gravity flattens a drop of this volume to $a=1.088$ mm and $h=0.500$ mm at the same edge angle, so an angle read from $h/a$ would be $49.4^\circ$ instead of $50^\circ$. The volume sets the size of the drop but not the angle. It also sets the length with which the patch size must be compared.

To see the averaging at work, place square OH patches of side $\sqrt{0.6}\,\ell$ in cells of side $\ell$, so that $f=0.6$. Let the centre of this drop lie $0.237\ell$ and $0.411\ell$ from two adjoining edges of a patch, inside it. Summing the OH lengths along closely spaced chords gives an OH fraction of the wetted area of 0.599 for $\ell=0.1$ mm and 0.600 for $\ell=0.01$ mm. The bounds (4) on the deviation are 0.26 and 0.026. For this placement the actual deviations are far smaller. The angle converges more slowly than the area fraction, because $dG/da$ depends on the OH fraction along the contact line. Among circular bases with this centre, the lowest state lies at about $53^\circ$ for $\ell=0.1$ mm and about $51^\circ$ for $\ell=0.01$ mm, whereas (1) gives $50.7^\circ$.

## Uncertainty of the area fraction

Write $f=N/D$, with $N=\cos\theta-\cos\theta_{\rm H}$. The derivatives with respect to the three cosines are

$$
\frac{\partial f}{\partial\cos\theta}=\frac1D,\qquad
\frac{\partial f}{\partial\cos\theta_{\rm OH}}=-\frac{N}{D^2}=-\frac fD,
$$

$$
\frac{\partial f}{\partial\cos\theta_{\rm H}}
=\frac{-D+N}{D^2}=-\frac{1-f}{D}.
$$

Since $d\cos\theta=-\sin\theta\,d\theta$,

$$
df=\frac{-\sin\theta\,d\theta+(1-f)\sin\theta_{\rm H}\,d\theta_{\rm H}
+f\sin\theta_{\rm OH}\,d\theta_{\rm OH}}{D}. \tag{10}
$$

For independent errors the squares add:

$$
(\delta f)^2=\frac{(\sin\theta\,\delta\theta)^2
+[(1-f)\sin\theta_{\rm H}\,\delta\theta_{\rm H}]^2
+(f\sin\theta_{\rm OH}\,\delta\theta_{\rm OH})^2}{D^2}.
$$

This is a first-order formula, with angle errors in radians. If each angle has a standard error of $2^\circ=0.0349$ rad, the three contributions are 0.0349, 0.0174 and 0.0095, in the order of the formula. Therefore

$$
\delta f=\sqrt{0.0349^2+0.0174^2+0.0095^2}=0.040,
\qquad f=0.61\pm0.04 .
$$

The angle on the mixed surface contributes most. A shared offset behaves differently, because the signs in (10) then matter. If all three readings are $2^\circ$ too high, the change is $-0.0349+0.0174+0.0095=-0.008$. Measuring all three surfaces in the same way can thus cancel much of a common error in this example.

## Pinned states and the measured angle

Equation (1) concerns the lowest state, but a drop can stop in a higher local minimum. Concentric rings about the drop's centre show this explicitly. Let each period of width $p$ consist of an OH ring of width $0.6p$ followed by an H ring of width $0.4p$. Far from the centre, where $p\ll a$, the OH area fraction in a period approaches 0.6.

When the contact line lies in a ring of type $i$, only that type is newly wetted as the drop spreads. Thus

$$
\frac1\gamma\frac{dG}{da}=2\pi a(\cos\theta-\cos\theta_i).
$$

At the outer edge of an OH ring, the slope just inside is negative if $\theta>\theta_{\rm OH}$. The slope just outside is positive if $\theta<\theta_{\rm H}$. Every such edge with $\theta_{\rm OH}<\theta<\theta_{\rm H}$ is therefore a local minimum. At the opposite kind of edge, from H to OH, a minimum would need $\theta>\theta_{\rm H}$ and $\theta<\theta_{\rm OH}$ together, which is impossible. Minima inside a ring can occur at that ring's own Young angle.

For the same $1\ \mathrm{mm^3}$ volume and reference angles, (1) with $f=0.6$ predicts $50.71^\circ$. Equation (1) is called Cassie's law, and this angle is the Cassie angle. The energy was evaluated for base radii from 0.7 to 1.8 mm, in steps of $p/50$ that include every ring edge. The lowest values and the ranges of local minima were:

| Period (mm) | Lowest state | Local minima | Their range |
|---|---|---|---|
| 0.1 | $52.60^\circ$ | 8 | $20.0^\circ$ to $78.6^\circ$ |
| 0.01 | $50.84^\circ$ | 68 | $20.1^\circ$ to $79.2^\circ$ |
| 0.001 | $50.665^\circ$ | 679 | $20.0^\circ$ to $79.9^\circ$ |

The lowest state approaches the Cassie value, though not from one side, since the ring edges offer a discrete set of radii. The range of pinned angles does not shrink.

The barriers do shrink. Near the Cassie angle, $\cos\theta-\cos\theta_{\rm H}\simeq fD$. To spread from one pinned edge to the next, the line must first cross an H ring of width $(1-f)p$. To leading order in $p/a$, the barrier is

$$
\Delta G\simeq2\pi a\gamma\,f(1-f)D\,p .
$$

It vanishes with $p$, but the energy slopes that hold the line do not. A drop that cannot cross the barriers may therefore stay pinned even on a fine pattern. If the rings are fine, inserting its angle into (2) could give almost any fraction from 0 to 1. Rings run parallel to the contact line, and other patterns may pin differently. An advancing or receding angle should accordingly not be taken for $\theta$ without evidence that the drop has reached its lowest state.

## Which area counts

The average in (1) must describe the region through which the contact line can move. Consider a single OH disc of radius 0.50 mm, centred under the $1\ \mathrm{mm^3}$ drop and surrounded by H-terminated silicon. Once the line is outside the disc, the disc contributes a constant to $G$, and

$$
\frac1\gamma\frac{dG}{da}=2\pi a(\cos\theta-\cos\theta_{\rm H}).
$$

The minimum is at $\theta=80^\circ$, where (7) gives $a=0.850$ mm. At the smaller radius 0.50 mm the angle is larger than $80^\circ$, so the energy still falls outward there and the line is not held at the disc's edge.

The OH fraction under the drop is $(0.50/0.850)^2=0.346$. Putting it into (1) would predict $64^\circ$, which is wrong by $16^\circ$. A hidden patch changes the energy of the drop but not the balance at its edge. Equation (2) can therefore be relied on for the hydroxylated fraction of the whole surface only if the drop has reached its lowest state and the region explored by the contact line is representative of that surface.

All numerical values are calculated from the stated model.
